**Sneak resistance of a selectorless crossbar**

For an $N\times N$ crossbar with ideal lines, floating unselected lines and identical linear unselected cells of resistance $R$, the sneak resistance is $R_s=R(2N-1)/(N-1)^2$, which is $0.0203\,R$ for $N=100$. Here $R_s$ is the resistance between the selected row and column with the selected cell removed. The program solves Kirchhoff's equations for every line without assuming symmetry and asserts agreement with the formula for six array sizes from 2 to 100. It asserts that, among all 256 data patterns of a 3 by 3 array, $R_s$ is smallest with all unselected cells low and largest with all high, and that 50 random patterns at $N=100$ lie between these limits. It also asserts the read-contrast formula against the full network with the selected cell present. For tunnel junctions of 25 000 and 35 000 Ω, the output shows a worst-case $R_s$ of 507.6 Ω and a read contrast of 0.572 %. Aluminium line resistance raises $R_s$ by about 2.6 %, and the other neglected effects on $R_s$ that were sized are below 1 %.

## Verification by program

```python
# Result under test: in an N x N selectorless crossbar with ideal lines,
# floating unselected lines and identical linear unselected cells R,
# the sneak resistance between selected row and selected column is
#     R_s = R (2N-1)/(N-1)^2,   i.e. about 0.0203 R for N = 100,
# and for two-state cells the smallest R_s has all unselected cells low.
# R_P, R_AP: low and high cell resistance; TMR = (R_AP-R_P)/R_P.
# R_s excludes the selected cell, which lies in parallel with it.
import itertools
import numpy as np
from scipy.constants import k as k_B
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def solve_crossbar(cell_conductance):
    """Kirchhoff solution; row 0 at 1 V, column 0 at 0 V, others floating.
    Returns the current leaving row 0, and all row and column potentials."""
    g = cell_conductance
    n = g.shape[0]
    laplacian = np.zeros((2 * n, 2 * n))
    laplacian[:n, n:] = -g
    laplacian[n:, :n] = -g.T
    laplacian[np.diag_indices(2 * n)] = np.r_[g.sum(axis=1), g.sum(axis=0)]
    floating = np.r_[1:n, n + 1:2 * n]
    v = np.zeros(2 * n)
    v[0] = 1.0
    v[floating] = np.linalg.solve(laplacian[np.ix_(floating, floating)],
                                  -laplacian[floating, 0])
    return laplacian[0] @ v, v[:n], v[n:]


def sneak_resistance(cell_resistance):
    g = 1.0 / np.asarray(cell_resistance, dtype=float)
    g[0, 0] = 0.0  # selected cell removed
    return 1.0 / solve_crossbar(g)[0]


def sneak_with_wires(n, r_cell, r_segment, row, col):
    """Sneak resistance with resistive lines, two nodes per crossing.
    Contacts sit at the first crossing of each selected line."""
    row_node = np.arange(n * n).reshape(n, n)
    col_node = row_node + n * n
    keep = np.ones((n, n), dtype=bool)
    keep[row, col] = False
    a = np.r_[row_node[keep], row_node[:, :-1].ravel(),
              col_node[:-1, :].ravel()]
    b = np.r_[col_node[keep], row_node[:, 1:].ravel(),
              col_node[1:, :].ravel()]
    g = np.r_[np.full(keep.sum(), 1 / r_cell),
              np.full(2 * n * (n - 1), 1 / r_segment)]
    size = 2 * n * n
    lap = coo_matrix((np.r_[g, g, -g, -g],
                      (np.r_[a, b, a, b], np.r_[a, b, b, a])),
                     shape=(size, size)).tocsr()
    source, sink = row_node[row, 0], col_node[0, col]
    free = np.setdiff1d(np.arange(size), [source, sink])
    v = np.zeros(size)
    v[source] = 1.0
    rhs = -lap[free][:, [source]].toarray().ravel()
    v[free] = spsolve(lap[free][:, free].tocsc(), rhs,
                      permc_spec="MMD_AT_PLUS_A")
    return 1.0 / (lap @ v)[source]


def ratio_formula(n):
    return (2 * n - 1) / (n - 1) ** 2


# Full Kirchhoff solution against the formula, no symmetry assumed
for n in (2, 3, 5, 10, 37, 100):
    assert abs(sneak_resistance(np.ones((n, n))) / ratio_formula(n) - 1) < 1e-9
N = 100
m = N - 1
ratio = sneak_resistance(np.ones((N, N)))
assert round(ratio, 4) == 0.0203
g_unit = np.ones((N, N))
g_unit[0, 0] = 0.0
_, v_rows, v_cols = solve_crossbar(g_unit)
assert np.allclose(v_cols[1:], (m + 1) / (2 * m + 1), atol=1e-10)
assert np.allclose(v_rows[1:], m / (2 * m + 1), atol=1e-10)

# Example inputs (rough typical values)
ra_product = 1000.0      # ohm um^2
side_nm = 200.0
tmr = 0.40
v_read = 0.100           # V
barrier_nm = 1.2
rho_al = 3.0             # microohm cm
pitch_nm, width_nm, thick_nm = 400.0, 200.0, 300.0
v_cubic = 1.0            # V, cell law I = (V/R)(1 + (V/v_cubic)^2)
v_half = 0.4             # V, TMR(V) = TMR/(1 + (V/v_half)^2)
spread = 0.05
temperature, bandwidth = 300.0, 1.0e7
r_p = ra_product / (side_nm * 1e-3) ** 2
r_ap = r_p * (1 + tmr)

# Worst case: every data pattern of a 3 x 3 array, then random large ones
patterns = list(itertools.product((r_p, r_ap), repeat=8))
small = np.array([sneak_resistance(np.reshape((r_p,) + p, (3, 3)))
                  for p in patterns])
assert patterns[int(np.argmin(small))] == (r_p,) * 8
assert patterns[int(np.argmax(small))] == (r_ap,) * 8
r_s = sneak_resistance(np.full((N, N), r_p))
r_s_high = sneak_resistance(np.full((N, N), r_ap))
rng = np.random.default_rng(7)
random_data = np.array([sneak_resistance(rng.choice([r_p, r_ap], (N, N)))
                        for _ in range(50)])
assert np.all(random_data > r_s) and np.all(random_data < r_s_high)

# Reading: full network with the selected cell present
g_read = np.full((N, N), 1 / r_p)
i_low = v_read * solve_crossbar(g_read)[0]
g_read[0, 0] = 1 / r_ap
i_high = v_read * solve_crossbar(g_read)[0]
contrast = (i_low - i_high) / i_high
assert abs(contrast / (tmr / (1 + r_ap / (r_p * ratio_formula(N)))) - 1) < 1e-7
signal = i_low - i_high
i_sneak = v_read / r_s
data_swing = v_read / r_s - v_read / r_s_high

# Neglected effects
r_segment = rho_al * 1e-8 * pitch_nm * 1e-9 / (width_nm * thick_nm * 1e-18)
near = sneak_with_wires(N, r_p, r_segment, 0, 0)
far = sneak_with_wires(N, r_p, r_segment, N - 1, N - 1)
limit = sneak_with_wires(N, r_p, 1e-3, 0, 0)
assert abs(limit / r_s - 1) < 1e-3  # residual line resistance of 0.1 ohm
assert r_s < near < 1.1 * r_s and r_s < far < 1.1 * r_s


def cell_current(v):
    return v / r_p * (1 + (v / v_cubic) ** 2)


v_edge = brentq(lambda u: cell_current(u) - m * cell_current(v_read - 2 * u),
                0.0, v_read / 2, xtol=1e-15)
r_s_cubic = v_read / (m * cell_current(v_edge))
tmr_biased = tmr / (1 + (v_read / v_half) ** 2)
signal_biased = v_read / r_p * (1 - 1 / (1 + tmr_biased))
sampled = np.array([sneak_resistance(
    r_p * (1 + spread * rng.standard_normal((N, N)))) for _ in range(200)])
noise = np.sqrt(4 * k_B * temperature * bandwidth * i_low / v_read)
field = v_read / (barrier_nm * 1e-7) / 1e6
density = i_sneak / (width_nm * thick_nm * 1e-14) / 1e6

print(f"Lines per side N: {N}")
print(f"Cells: selected row {m}, floating-floating {m*m}, selected column {m}")
print(f"R_s/R from full network: {ratio:.7f}")
print(f"R_s/R from formula: {ratio_formula(N):.7f}")
print(f"Group terms 1/m and 1/m^2: {1/m:.7f}, {1/m**2:.7f}")
print(f"Wrong value 3/m^2 (independent paths): {3/m**2:.7f}")
print(f"R_s/R for N=2, N=10: {ratio_formula(2):.4f}, {ratio_formula(10):.4f}")
print("--- example inputs, rough typical values ---")
print(f"Resistance-area product: {ra_product:.0f} ohm um^2")
print(f"Junction side: {side_nm:.0f} nm; barrier: {barrier_nm:.1f} nm")
print(f"TMR: {100*tmr:.0f} %; read voltage: {1e3*v_read:.0f} mV")
print(f"Al resistivity: {rho_al:.1f} microohm cm")
print(f"Line pitch, width, thickness: {pitch_nm:.0f}, {width_nm:.0f}, "
      f"{thick_nm:.0f} nm")
print("--- example results ---")
print(f"R_P: {r_p:.0f} ohm; R_AP: {r_ap:.0f} ohm")
print(f"Worst-case R_s (all low): {r_s:.1f} ohm")
print(f"Largest R_s (all high): {r_s_high:.1f} ohm")
print(f"R_s, 50 random data patterns, mean: {random_data.mean():.1f} ohm")
print(f"Floating columns: {1e3*v_read*v_cols[1]:.2f} mV")
print(f"Floating rows: {1e3*v_read*v_rows[1]:.2f} mV")
print(f"Sneak current, worst case: {1e6*i_sneak:.2f} uA")
print(f"Selected-cell current, low: {1e6*v_read/r_p:.2f} uA")
print(f"Selected-cell current, high: {1e6*v_read/r_ap:.2f} uA")
print(f"Total current, selected low: {1e6*i_low:.2f} uA")
print(f"Total current, selected high: {1e6*i_high:.2f} uA")
print(f"Read signal: {1e6*signal:.3f} uA; contrast: {100*contrast:.3f} %")
print(f"Sneak change, all low to all high: {1e6*data_swing:.2f} uA")
print(f"That change / read signal: {data_swing/signal:.1f}")
print("--- neglected effects ---")
print(f"Al line resistance per cell pitch: {r_segment:.3f} ohm")
print(f"R_s with Al lines, nearest cell: {near:.1f} ohm "
      f"({100*(near/r_s-1):+.2f} %)")
print(f"R_s with Al lines, farthest cell: {far:.1f} ohm "
      f"({100*(far/r_s-1):+.2f} %)")
print(f"Cubic law voltage scale (rough): {v_cubic:.1f} V")
print(f"R_s change from cubic law: {100*(r_s_cubic/r_s-1):+.3f} %")
print(f"TMR half-value voltage (rough): {v_half:.1f} V")
print(f"TMR at read voltage: {100*tmr_biased:.1f} %")
print(f"Read signal with that TMR: {1e6*signal_biased:.3f} uA")
print(f"Cell resistance spread (std): {100*spread:.0f} %")
print(f"R_s mean shift from spread: {100*(sampled.mean()/r_s-1):+.2f} %")
print(f"R_s std from spread: {100*sampled.std(ddof=1)/r_s:.2f} %")
print(f"Temperature: {temperature:.0f} K; bandwidth: {bandwidth/1e6:.0f} MHz")
print(f"Thermal noise current (rms): {1e9*noise:.1f} nA")
print(f"Barrier field at read voltage: {field:.2f} MV/cm")
print(f"Line current density from sneak current: {density:.2f} MA/cm2")
print("success")
```

Printed output:

```
Lines per side N: 100
Cells: selected row 99, floating-floating 9801, selected column 99
R_s/R from full network: 0.0203041
R_s/R from formula: 0.0203041
Group terms 1/m and 1/m^2: 0.0101010, 0.0001020
Wrong value 3/m^2 (independent paths): 0.0003061
R_s/R for N=2, N=10: 3.0000, 0.2346
--- example inputs, rough typical values ---
Resistance-area product: 1000 ohm um^2
Junction side: 200 nm; barrier: 1.2 nm
TMR: 40 %; read voltage: 100 mV
Al resistivity: 3.0 microohm cm
Line pitch, width, thickness: 400, 200, 300 nm
--- example results ---
R_P: 25000 ohm; R_AP: 35000 ohm
Worst-case R_s (all low): 507.6 ohm
Largest R_s (all high): 710.6 ohm
R_s, 50 random data patterns, mean: 594.0 ohm
Floating columns: 50.25 mV
Floating rows: 49.75 mV
Sneak current, worst case: 197.01 uA
Selected-cell current, low: 4.00 uA
Selected-cell current, high: 2.86 uA
Total current, selected low: 201.01 uA
Total current, selected high: 199.86 uA
Read signal: 1.143 uA; contrast: 0.572 %
Sneak change, all low to all high: 56.29 uA
That change / read signal: 49.3
--- neglected effects ---
Al line resistance per cell pitch: 0.200 ohm
R_s with Al lines, nearest cell: 521.1 ohm (+2.65 %)
R_s with Al lines, farthest cell: 520.7 ohm (+2.57 %)
Cubic law voltage scale (rough): 1.0 V
R_s change from cubic law: -0.246 %
TMR half-value voltage (rough): 0.4 V
TMR at read voltage: 37.6 %
Read signal with that TMR: 1.094 uA
Cell resistance spread (std): 5 %
R_s mean shift from spread: -0.26 %
R_s std from spread: 0.41 %
Temperature: 300 K; bandwidth: 10 MHz
Thermal noise current (rms): 18.2 nA
Barrier field at read voltage: 0.83 MV/cm
Line current density from sneak current: 0.33 MA/cm2
success
```
